\section*{Why a complex cavity frequency is exact for one excitation}

\section{Definitions and the master equation}

A molecule has a ground electronic state $|g\rangle$ and an excited state $|e\rangle$, with nuclear Hamiltonians $h_g$ and $h_e$. It is coupled to one cavity mode of frequency $\omega_c$ and lowering operator $a$. With $\hbar=1$,
\begin{equation}
H=|g\rangle\langle g|\,h_g+|e\rangle\langle e|\,h_e+\omega_c a^\dagger a
+G\left(|e\rangle\langle g|\,a+|g\rangle\langle e|\,a^\dagger\right).
\label{H}
\end{equation}
The coupling $G$ is taken in the rotating-wave form: the molecule goes up when a photon disappears, and down when one appears. The excitation number
\begin{equation}
N=a^\dagger a+|e\rangle\langle e|
\end{equation}
therefore commutes with $H$, however complicated the nuclear motion. I write $e0$, $g1$ and so on for the electronic state and photon number. Manifold 0 contains $g0$, manifold 1 contains $e0$ and $g1$, and manifold 2 contains $e1$ and $g2$.

Photons leak into an empty, memoryless environment. The density matrix obeys
\begin{equation}
\dot\rho=-i[H,\rho]+\kappa\left(a\rho a^\dagger-\tfrac12 a^\dagger a\,\rho-\tfrac12\rho\,a^\dagger a\right).
\label{ME}
\end{equation}
Here $\kappa$ is the decay rate of the photon number. Indeed, with $n=a^\dagger a$, the loss terms give $\kappa\langle a^\dagger n a\rangle-\kappa\langle n^2\rangle=\kappa\langle n(n-1)\rangle-\kappa\langle n^2\rangle=-\kappa\langle n\rangle$. The word ``exact'' below means exact relative to Eq.~\eqref{ME}, not relative to an arbitrary environment.

\section{What the complex frequency keeps}

Replace $\omega_c$ by $\omega_c-i\kappa/2$:
\begin{equation}
H_{\rm eff}=H-\tfrac{i\kappa}{2}a^\dagger a .
\end{equation}
Since $H_{\rm eff}^\dagger=H+\frac{i\kappa}{2}a^\dagger a$,
\begin{equation}
-i\left(H_{\rm eff}\rho-\rho H_{\rm eff}^\dagger\right)
=-i[H,\rho]-\tfrac{\kappa}{2}\left(a^\dagger a\,\rho+\rho\,a^\dagger a\right),
\end{equation}
and Eq.~\eqref{ME} becomes
\begin{equation}
\dot\rho=-i\left(H_{\rm eff}\rho-\rho H_{\rm eff}^\dagger\right)+\kappa a\rho a^\dagger .
\label{split}
\end{equation}
The amplitude of a one-photon state decays at $\kappa/2$ and its probability at $\kappa$, which fixes the factor in the complex frequency. What a wavefunction evolving with $H_{\rm eff}$ omits is the last term, the arrival of the system in the state it has after losing a photon.

The size of the omission follows from one integral. Let $U(t)=e^{-iH_{\rm eff}t}$, and let $\rho$ be the true solution. Differentiate $U(t-s)\rho(s)U^\dagger(t-s)$ with respect to $s$. The derivatives of the two propagators cancel the first term of Eq.~\eqref{split}, leaving $U(t-s)\,\kappa a\rho(s)a^\dagger\,U^\dagger(t-s)$. Integration from $0$ to $t$ gives
\begin{equation}
\rho(t)=U(t)\rho(0)U^\dagger(t)+\Delta(t),\qquad
\Delta(t)=\kappa\int_0^t\! ds\;U(t-s)\,a\rho(s)a^\dagger\,U^\dagger(t-s).
\label{Delta}
\end{equation}
This step did not use conservation of $N$. For a time-dependent $H$, $U(t-s)$ becomes the time-ordered propagator from $s$ to $t$.

Each integrand has the form $B\rho B^\dagger$, so $\Delta$ has no negative eigenvalue: the complex frequency never overestimates a population. For a pure start, $\psi(t)=U(t)\psi(0)$ and $\mathrm{Tr}\,\rho=1$ give
\begin{equation}
\mathrm{Tr}\,\Delta(t)=1-\langle\psi(t)|\psi(t)\rangle .
\label{trace}
\end{equation}
The lost norm is thus an upper bound on the error of any population. It does not say where the missing population sits. Conservation of $N$ does.

\section{Why manifold 1 closes}

Let $\rho_{mn}$ be the block of $\rho$ between manifolds $m$ and $n$. Since $H_{\rm eff}$ conserves $N$ and $a$ lowers it by one,
\begin{equation}
\dot\rho_{mn}=-i\left(H_m\rho_{mn}-\rho_{mn}H_n^\dagger\right)+\kappa a\,\rho_{m+1,n+1}\,a^\dagger ,
\label{blocks}
\end{equation}
where $H_m$ is the part of $H_{\rm eff}$ in manifold $m$. Population is fed from above, never from below.

Suppose that manifolds 2 and higher are empty at the start. Their total population $W$ obeys
\begin{equation}
\dot W=-\kappa\sum_{n\ge2}\mathrm{Tr}(a^\dagger a\rho_{nn})
+\kappa\sum_{n\ge2}\mathrm{Tr}(a^\dagger a\rho_{n+1,n+1})
=-\kappa\,\mathrm{Tr}(a^\dagger a\rho_{22})\le0 .
\end{equation}
As $W$ starts at zero and cannot be negative, it stays zero. A density matrix with an empty diagonal block also has no coherences with that block, so $\rho_{21}$ vanishes too. The sources of $\rho_{11}$ and $\rho_{10}$, which are $\rho_{22}$ and $\rho_{21}$, are therefore absent, and
\begin{align}
\dot\rho_{11}&=-i\left(H_1\rho_{11}-\rho_{11}H_1^\dagger\right),\\
\dot\rho_{10}&=-i\left(H_1\rho_{10}-\rho_{10}h_g\right),\\
\dot\rho_{00}&=-i[h_g,\rho_{00}]+\kappa a\rho_{11}a^\dagger .
\label{ground}
\end{align}
The first two equations are those obeyed by the blocks of $|\psi\rangle\langle\psi|$ when $i\dot\psi=H_{\rm eff}\psi$. Populations, nuclear densities and coherences inside manifold 1 are exact, as are its coherences with the ground state. The third equation has a source that $\psi$ does not contain.

For a start in manifold 1, write $\psi=|e0\rangle\chi_e+|g1\rangle\chi_1$ with nuclear packets $\chi_e,\chi_1$:
\begin{align}
i\dot\chi_e&=h_e\chi_e+G\chi_1,\\
i\dot\chi_1&=\left(h_g+\omega_c-\tfrac{i\kappa}{2}\right)\chi_1+G\chi_e .
\end{align}
With $J=2G\,\mathrm{Im}\langle\chi_e|\chi_1\rangle$, the populations $P_{e0}=\langle\chi_e|\chi_e\rangle$ and $P_{g1}=\langle\chi_1|\chi_1\rangle$ obey
\begin{equation}
\dot P_{e0}=J,\qquad \dot P_{g1}=-J-\kappa P_{g1}.
\label{pops}
\end{equation}
The exchange $J$ can have either sign. Reabsorption of a photon still in the cavity is therefore fully included; what is missing is the arrival in the ground state $g0$ after a photon has left.

The norm must be left to decay. Dividing $\psi$ by its norm gives the state conditional on no photon having been lost, which answers a different question from the population of the whole ensemble.

\section{The solvable core: no vibration}

Drop the nuclear motion and put the cavity in resonance with the molecule. After removal of the common energy, the amplitudes obey $i\dot c_e=Gc_1$ and $i\dot c_1=-\frac{i\kappa}{2}c_1+Gc_e$. Inserting $c_1=i\dot c_e/G$ into the second equation gives
\begin{equation}
\ddot c_e+\tfrac{\kappa}{2}\dot c_e+G^2c_e=0 .
\end{equation}
For $c_e(0)=1$ and $c_1(0)=0$, hence $\dot c_e(0)=0$, the solution is
\begin{equation}
c_e=e^{-\kappa t/4}\left(\cos\nu t+\frac{\kappa}{4\nu}\sin\nu t\right),\quad
c_1=-\frac{iG}{\nu}e^{-\kappa t/4}\sin\nu t,\quad
\nu=\sqrt{G^2-\frac{\kappa^2}{16}} .
\end{equation}
For $\kappa<4G$, $\nu$ is real and both amplitudes carry the factor $e^{-\kappa t/4}$, so apart from oscillations the population decays at the rate $\kappa/2$, half the rate of a bare photon. In the opposite limit $\kappa\gg4G$, $\nu$ is imaginary and the slower exponent is $-\kappa/4+\sqrt{\kappa^2/16-G^2}\approx-2G^2/\kappa$. The molecule then decays at the rate $4G^2/\kappa$, and this too is contained in the complex frequency.

Take $G=\kappa=0.1$ eV and $t=20\,\hbar/\mathrm{eV}$. Then $\nu t=1.936$, and the surviving probability is
\begin{equation}
S=|c_e|^2+|c_1|^2=e^{-1}(0.0136+0.9303)=0.347 .
\end{equation}
Now start from $(|g0\rangle+|e0\rangle)/\sqrt2$. Manifold 1 holds $S/2=0.174$, so the true ground population is $1-0.174=0.826$. The wavefunction keeps $0.500$ in $g0$, the part that was there from the start. Without vibration there is a single state $g0$, so the lost norm repairs the ground block completely. With nuclei it still gives the total ground population, but not the nuclear state of those molecules.

\section{Nuclear motion in the excited manifold}

Let both surfaces be harmonic, with vibrational frequency $\Omega$, mass $M$ and a displacement $d$ between their minima. Put $q=x_0(b+b^\dagger)$ with $x_0=1/\sqrt{2M\Omega}$. Displacing the excited surface adds the cross term $-M\Omega^2dq$, and $M\Omega=1/(2x_0^2)$ turns its coefficient into $M\Omega^2dx_0=\Omega d/(2x_0)$. Without the common zero-point energy,
\begin{equation}
h_g=\Omega b^\dagger b,\qquad
h_e=E_v+\Omega b^\dagger b-\Omega\alpha(b+b^\dagger),\qquad \alpha=\frac{d}{2x_0},
\end{equation}
where $E_v$ is the vertical gap at the ground-state minimum.

The chosen parameters are $E_v=\omega_c=2$ eV, $G=\kappa=\Omega=0.1$ eV, $M=10$ atomic mass units and $d=0.1$ angstrom. They give $x_0=0.0457$ angstrom and a Huang--Rhys factor $\alpha^2=1.20$. The molecule starts in $e0$ with the nuclear ground packet of $h_g$.

Equation~\eqref{ME} was integrated by a high-order Runge--Kutta method with 24 vibrational levels for each of $g0$, $g1$, $e0$ and $e1$. The wavefunction was propagated separately by a matrix exponential of $H_1$. For $P_{e0}$ and $P_{g1}$ both calculations give these values:
\begin{center}
\begin{tabular}{cccc}
$t$ ($\hbar$/eV) & $P_{e0}$ & $P_{g1}$ & $P_{g0}$\\
10 & 0.422 & 0.396 & 0.182\\
25 & 0.434 & 0.021 & 0.545\\
50 & 0.259 & 0.062 & 0.679\\
100 & 0.065 & 0.006 & 0.928
\end{tabular}
\end{center}
The last column comes from the master equation; $\psi$ has no component there. The digits belong to the rotating-wave model: at $G/\omega_c=0.05$, adding the counter-rotating terms to $H$ in Eq.~\eqref{ME} shifts the entries by up to $0.007$. Between $t=10$ and $25$ the population of $e0$ falls to about $0.25$ near $t=15$ and then recovers to slightly above its earlier value. By Eq.~\eqref{pops} this can come only from $J>0$ on balance, that is, from photons reabsorbed before they leaked out.

At the last time, $65.8$ fs, the norm is $0.0717$. Renormalising $\psi$ would turn the $e0$ population $0.0654$ into $0.0654/0.0717=0.91$. That is the share of $e0$ among the few runs without photon loss; in the ensemble, $6.5$ per cent of the molecules are in $e0$.

\section{The ground state that the wavefunction lacks}

For this start, Eq.~\eqref{Delta} gives the ground block. Just after emission at time $s$ the nuclei are in the packet $\chi_1(s)$, which then moves on the ground surface:
\begin{equation}
\rho_{00}(t)=\kappa\int_0^t\! ds\;e^{-ih_g(t-s)}|\chi_1(s)\rangle\langle\chi_1(s)|e^{ih_g(t-s)} .
\label{mixture}
\end{equation}
This is a sum of densities, not of amplitudes, because the escaped photon records the emission time. It is a pure state only if the packets from all emission times, carried forward to $t$, are parallel. The integral needs nothing beyond the stored history of $\chi_1$, so ground-state dynamics can be recovered afterwards as long as nothing excites the molecule again. The block cannot be read off the final $\psi(t)$ directly. Since $U(t)$ is invertible, the history can be regenerated by propagating $\psi(t)$ backwards with $H_{\rm eff}$, at the price of amplifying errors by up to $e^{\kappa t/2}$.

At $65.8$ fs the normalised ground density has purity $\mathrm{Tr}\,\rho^2=0.56$, so no single nuclear wavefunction represents it. Its vibrational energy is $0.071$ eV and its mean position $0.0216$ angstrom. An absorption measurement with a short pulse at that moment would notice. The vertical gap at position $q$ is $E_v-M\Omega^2dq$, with slope $M\Omega^2d=2.39$ eV/angstrom, so its mean is
\begin{equation}
2.00-2.39\times0.0216=1.95\ \mathrm{eV}.
\end{equation}
Its standard deviation is $0.149$ eV. Later the mean oscillates about $2.00$ eV as the nuclei move on the ground surface, with an amplitude near $0.12$ eV, while the standard deviation stays between $0.14$ and $0.16$ eV. Molecules reset to the vibrational ground state would have a mean gap of $2.00$ eV and a standard deviation $2.39\times0.0457=0.109$ eV. These are spreads of the gap. For the molecule inside the cavity the coupling of $e0$ to $g1$ adds $G^2$ to the variance of the absorption line and leaves its mean unchanged, so the standard deviations of the line are $0.179$ and $0.148$ eV. Knowing the total ground population does not supply this difference.

\section{Re-excitation}

\subsection{A second pulse}

At $t=100\,\hbar/\mathrm{eV}$ let a pulse, short compared with all motion, exchange $|g\rangle$ and $|e\rangle$ at fixed nuclei and photon number. The electronically excited population afterwards is what was in $g0$ and $g1$ before:
\begin{equation}
P_{g0}+P_{g1}=0.9283+0.0063=0.9346 .
\end{equation}
The wavefunction has only $g1$ to offer and gives $0.0063$. The error, $0.9283$, equals the whole lost norm, so the bound from Eq.~\eqref{trace} is reached. The returned molecules had been harmless to the excited populations until something raised them.

\subsection{A steady laser}

Return to the molecule without vibration, now starting in $g0$, and add a laser of frequency $\omega_L$, its coupling also taken in the rotating-wave form. In the frame rotating with $\omega_LN$ the Hamiltonian is $H-\omega_LN+F(|e\rangle\langle g|+|g\rangle\langle e|)$. The loss term is unchanged, because the phase acquired by $a$ cancels in $a\rho a^\dagger$.

Each factor $F$ changes one index of $\rho_{mn}$ by one, while a photon loss lowers both indices at no cost in $F$. Starting from $\rho_{00}$, a block $\rho_{mn}$ therefore needs at least $m+n$ factors, and the excited population is of order $F^2$. A contribution to $\rho_{11}$ that includes a photon loss must climb two steps more, to make up for the two indices lowered. Hence, at fixed time,
\begin{equation}
P_{\rm exc}=O(F^2),\qquad P_{\rm exc}-P_{\rm exc}^{\psi}=O(F^4).
\end{equation}

The laser is tuned to $\omega_L=\omega_c-G$, the lower polariton of the lossless system. Matrix exponentials with up to five photons give, at $t=40\,\hbar/\mathrm{eV}$, excited populations $9.55\times10^{-5}$ for $F=0.0005$ eV and $3.82\times10^{-4}$ for $F=0.001$ eV. The deficits of the wavefunction are $3.51\times10^{-9}$ and $5.61\times10^{-8}$. Doubling $F$ multiplies the population by $4.00$ and the deficit by $16.0$. This is why a complex frequency serves well for weak excitation from the ground state, although $N$ is not conserved.

The qualification ``at fixed time'' matters. For $F=0.02$ eV the true and approximate populations are $0.138$ and $0.130$ at $t=40\,\hbar/\mathrm{eV}$, but $0.224$ and $0.0014$ at $t=400\,\hbar/\mathrm{eV}$. The laser goes on exciting molecules that have returned to $g0$, whereas the norm of $\psi$, once lost, is never restored.

\subsection{Thermal photons}

At finite temperature, with mean photon number $\bar n$ in the environment, loss proceeds at $\kappa(\bar n+1)$ and a second term of the same form, with $a$ and $a^\dagger$ exchanged, has rate $\kappa\bar n$. Without vibration, $\rho\propto r^N$ with $r=\bar n/(\bar n+1)$ is stationary. It commutes with $H$, and $a\,r^Na^\dagger=r^{N+1}aa^\dagger$, $a^\dagger r^Na=r^{N-1}a^\dagger a$, so the environment terms add up to
\begin{equation}
\kappa r^N\left\{aa^\dagger\left[(\bar n+1)r-\bar n\right]+a^\dagger a\left[\frac{\bar n}{r}-(\bar n+1)\right]\right\}=0 .
\end{equation}
The weights of $g$ and $e$ are in the ratio $1:r$, so the excited population is $r/(1+r)=\bar n/(1+2\bar n)$. For $\bar n=0.05$ this is $0.045$, and the master equation started from $e0$ has reached it at $t=2000\,\hbar/\mathrm{eV}$; the zero-temperature wavefunction has decayed to nothing. At 300 K the Bose distribution gives $\bar n=2.5\times10^{-34}$ for a 2 eV mode and $4.4\times10^{-4}$ for a 0.2 eV mode. Zero temperature is thus an excellent assumption for visible light, and one to be examined in the infrared.

\section{Other ways to lose exactness}

\textbf{A higher manifold is occupied.} Start the vibrationless molecule in $e1$. Manifold 2 is now the exact one, and it feeds manifold 1 through Eq.~\eqref{blocks}. At $t=20\,\hbar/\mathrm{eV}$ manifold 1 holds $0.361$, while the wavefunction puts nothing there.

\textbf{A jump stays inside the manifold.} Pure dephasing is a term of the form of the loss term in Eq.~\eqref{ME}, with $\kappa$ replaced by $\gamma$ and $a$ by the jump operator $|e\rangle\langle e|$. It damps the coherence between $g$ and $e$ at the rate $\gamma/2$ and leaves $N$ unchanged. Its jump term returns to $\rho_{11}$ the population that the imaginary energy $-i\gamma/2$ of $|e\rangle$ removes, though not the coherence between $e0$ and $g1$. Keeping only the imaginary energy turns dephasing into a false loss. With $\gamma=0.05$ eV and a start in $e0$, manifold 1 holds $0.395$ at $t=20\,\hbar/\mathrm{eV}$, but the wavefunction gives $0.208$. Emission by the molecule into free space is different: its jump operator $|g\rangle\langle e|$ lowers $N$, so the argument for manifold 1 carries over, with an imaginary part added to the energy of $|e\rangle$.

\textbf{The Hamiltonian changes $N$.} A nonadiabatic coupling between the two surfaces can lift a vibrationally hot $g0$ molecule back to $e0$. Counter-rotating terms connect $g0$ with $e1$. Both open a path from $\Delta$ into the excited manifolds. Counter-rotating terms also put photons into the lowest state of $H$, from which Eq.~\eqref{ME} would then emit at the rate $\kappa\langle a^\dagger a\rangle$ even at zero temperature. There the master equation itself needs a different jump operator before the complex frequency can be judged against it.
